# Van Loo's Intrinsic-Diffusivity Ratio at the Kirkendall Plane

## The result

Two alloys of A and B are joined at a plane contact and annealed. The mole fraction of B is $N_B^-$ far to the left and $N_B^+>N_B^-$ far to the right. Inert markers placed at the contact are taken to end at one plane $x_K$, the Kirkendall plane; when they do so is examined below. With the normalized profile

$$Y=\frac{N_B-N_B^-}{\Delta N},\qquad \Delta N=N_B^+-N_B^-,$$

and the one-sided integrals

$$P=\int_{-\infty}^{x_K}Y\,dx,\qquad R=\int_{x_K}^{\infty}(1-Y)\,dx,$$

the intrinsic diffusivities at the composition of the marker plane obey

$$\boxed{\frac{D_B}{D_A}=\frac{N_B^+P-N_B^-R}{N_A^-R-N_A^+P}}$$

Neither the annealing time nor the composition gradient appears. The profile, its end values and the marker position are enough.

The molar volume $V_m$ is taken as constant, with A and B occupying equal volumes. Diffusion is isothermal and one-dimensional in a single phase, the diffusivities depend on composition alone, and the ends keep their initial compositions. Vacancies are created and removed fast enough to stay at local equilibrium, and no pores form.

## Intrinsic fluxes and lattice drift

An intrinsic flux is measured relative to the local lattice planes. Positive flux points right:

$$J_i=-D_i\frac{\partial C_i}{\partial x},\qquad C_i=\frac{N_i}{V_m}.$$

Write $N'=\partial N_B/\partial x$. Since $N_A+N_B=1$, the gradient of $N_A$ is $-N'$, so

$$V_mJ_B=-D_BN',\qquad V_mJ_A=+D_AN'. \tag{1}$$

Division gives $D_B/D_A=-J_B/J_A$. The task is therefore to find the two intrinsic fluxes at one plane, and the common gradient will cancel.

The lattice itself moves at velocity $v$ in the laboratory frame, so the laboratory flux of species $i$ is $J_i+C_iv$. The total concentration $C_A+C_B=1/V_m$ is constant in time, which makes the total laboratory flux independent of $x$. It vanishes at the far left end, which is held at rest, and so it vanishes everywhere:

$$J_A+J_B+\frac{v}{V_m}=0.$$

Inserting (1),

$$v=-V_m(J_A+J_B)=(D_B-D_A)N'. \tag{2}$$

If B is the faster species, the lattice drifts right, towards the B-rich side. More B leaves that side than A enters it, so on balance lattice planes are removed on the B-rich side of the markers and added on the other side.

The laboratory flux of B follows from (1) and (2):

$$V_m(J_B+C_Bv)=-D_BN'+N_B(D_B-D_A)N'=-\tilde D N',$$

$$\tilde D=N_AD_B+N_BD_A. \tag{3}$$

This is the interdiffusion coefficient. It governs the shape of the profile, while $v$ carries the separate information about the difference of the two diffusivities.

## Why the contact markers are special

The initial profile is a step, which contains no length. Because $\tilde D$ depends on composition alone, the profile depends on $x$ and $t$ through $\lambda=x/\sqrt t$, with $x=0$ at the original contact. Its gradient is then a function of $\lambda$ divided by $\sqrt t$, and (2) takes the form $v=V(\lambda)/\sqrt t$.

A marker moves with the lattice. Substituting $x=\lambda\sqrt t$ in $dx/dt=v$ gives

$$\sqrt t\,\frac{d\lambda}{dt}+\frac{\lambda}{2\sqrt t}=\frac{V(\lambda)}{\sqrt t}
\quad\Longrightarrow\quad t\frac{d\lambda}{dt}=V(\lambda)-\frac{\lambda}{2}.$$

A marker can stay at a fixed $\lambda_K$ if $V(\lambda_K)=\lambda_K/2$. In ordinary variables this reads

$$x_K=2tv(x_K). \tag{4}$$

Such a marker starts at $x=0$, moves as $\sqrt t$ and keeps one composition throughout the anneal.

For a small deviation $\epsilon=\lambda-\lambda_K$, linearization gives $t\,d\epsilon/dt=(V'-\tfrac12)\epsilon$, where $V'=dV/d\lambda$ at $\lambda_K$. Hence $\epsilon\propto t^{V'-1/2}$, and the plane attracts markers in the variable $\lambda$ if $V'<\tfrac12$. The corresponding distance $\epsilon\sqrt t$ varies as $t^{V'}$. For a marker laid slightly off the contact, this law applies once the profile has grown much wider than the initial offset; before that, $\epsilon$ is not small and the distance can change appreciably. If $V'$ is near zero, the distance then hardly changes, and the error shrinks relative to the profile width. If $V'$ is well above zero, markers spread apart in real space even though $V'<\tfrac12$, and (4) can also have several roots. As a model, take $D_B=e^{a(N_B-1/2)}$ and $D_A=e^{-a(N_B-1/2)}$ μm²/s, ends at 0.05 and 0.95, and 24 h. For $a=3$ there is one root, with $V'=0.35$, and markers laid at $\pm0.5$ μm end at $\pm51$ μm. For $a=6$ there are three roots: the central one has $V'=0.88$ and repels markers, which collect near the other two at $\pm457$ μm. The formula holds at each root, but a single sharp marker plane is not guaranteed.

## Counting the atoms that cross

Consider the material between the marker plane and a distant plane $x=L$ that diffusion has not reached. The left boundary moves with the lattice, so the flux entering through it is the intrinsic flux $J_i$, with no added drift term. Vacancy sources and sinks change the number of lattice sites but not the number of atoms. Per unit area,

$$\int_0^tJ_i(t')\,dt'=\int_{x_K}^{L}C_i\,dx-C_i^+L. \tag{5}$$

The last term is the initial content, when the boundary stood at $x=0$.

At fixed $\lambda_K$ the composition is constant and the gradient varies as $t^{-1/2}$. We can thus write $J_i(t')=j_i/\sqrt{t'}$ with constant $j_i$, and

$$\int_0^tJ_i\,dt'=2j_i\sqrt t=2tJ_i(t).$$

On the right of (5), split $L=(L-x_K)+x_K$, multiply by $V_m$ and let $L\to\infty$:

$$2tV_mJ_i=\int_{x_K}^{\infty}(N_i-N_i^+)\,dx-N_i^+x_K. \tag{6}$$

The term in $x_K$ accounts for the motion of the boundary.

The definition of $Y$ gives $N_B-N_B^+=-\Delta N(1-Y)$. For A the sign is opposite, because the mole fractions add to one: $N_A-N_A^+=+\Delta N(1-Y)$. Equation (6) becomes

$$2tV_mJ_B=-\Delta N\,R-N_B^+x_K,\qquad
2tV_mJ_A=\Delta N\,R-N_A^+x_K. \tag{7}$$

## Removing the origin

Equation (7) still needs the distance from the original contact. Conservation of B supplies it. In the laboratory frame, the B gained at $x<0$ equals the B lost at $x>0$. After division by $\Delta N$,

$$\int_{-\infty}^{0}Y\,dx=\int_0^\infty(1-Y)\,dx.$$

This identifies $x=0$ as the Matano plane. Moving the dividing point from $0$ to $x_K$ changes the two integrals to

$$P=\int_{-\infty}^{0}Y\,dx+\int_0^{x_K}Y\,dx,$$

$$R=\int_0^\infty(1-Y)\,dx-\int_0^{x_K}(1-Y)\,dx.$$

On subtraction the first terms cancel and the remaining integrands add to one:

$$P-R=x_K. \tag{8}$$

Insert this in (7). For B,

$$\begin{aligned}
2tV_mJ_B&=-(N_B^+-N_B^-)R-N_B^+(P-R)\\
&=-(N_B^+P-N_B^-R).
\end{aligned}$$

For A, use $\Delta N=N_A^--N_A^+$:

$$\begin{aligned}
2tV_mJ_A&=(N_A^--N_A^+)R-N_A^+(P-R)\\
&=N_A^-R-N_A^+P.
\end{aligned}$$

Name the two brackets $b_B=N_B^+P-N_B^-R$ and $b_A=N_A^-R-N_A^+P$. Comparison with (1) gives

$$b_B=2tD_BN',\qquad b_A=2tD_AN'. \tag{9}$$

Their ratio is the stated result. The brackets are lengths: each is the thickness of material that the atoms of one species crossing the marker plane would fill. B crosses to the left and A to the right. The difference is

$$b_B-b_A=(N_B^++N_A^+)P-(N_B^-+N_A^-)R=P-R=x_K,$$

so the marker displacement is the net thickness transferred. If the time and the gradient are also known, (9) gives each diffusivity separately.

With $N_A$, $N_B$ and $Y$ taken at the marker plane, (3) and (9) also give

$$2t\tilde DN'=N_Ab_B+N_Bb_A.$$

In this sum the coefficient of $P$ is $N_AN_B^+-N_BN_A^+=N_B^+-N_B=\Delta N(1-Y)$. That of $R$ is $N_BN_A^--N_AN_B^-=N_B-N_B^-=\Delta N\,Y$. Therefore

$$\tilde D=\frac{\Delta N}{2tN'}\left[(1-Y)P+YR\right]. \tag{10}$$

With the time and the gradient known, the same two areas thus give the interdiffusion coefficient at the marker plane and, through (9), the two intrinsic diffusivities that make it up.

## Two limiting cases

**Pure end members.** If the left side is pure A and the right side pure B, then $N_B^-=N_A^+=0$ and $N_B^+=N_A^-=1$. The brackets reduce to $b_B=P$ and $b_A=R$, and

$$\frac{D_B}{D_A}=\frac PR.$$

All B now left of the markers must have crossed them, and so must all A now on the right. The formula compares these two amounts.

**A small composition step.** Let $\Delta N\to0$ about a mean composition $N_B$, so that the diffusivities become constants. The profile is then, to leading order,

$$Y=\tfrac12\left[1+\operatorname{erf}\!\left(\frac{x}{\sqrt{4\tilde Dt}}\right)\right],\qquad
N'(0)=\frac{\Delta N}{\sqrt{4\pi\tilde Dt}}.$$

Set $S=(P+R)/2$. Since $P=S+x_K/2$ and $R=S-x_K/2$, the brackets can be written with mean end compositions as

$$b_B=\Delta N\,S+N_Bx_K,\qquad b_A=\Delta N\,S-N_Ax_K.$$

Because $\int_0^\infty\operatorname{erfc}(u)\,du=1/\sqrt\pi$, the leading value of $S$ is $\sqrt{\tilde Dt/\pi}$. Equation (4) gives

$$x_K=2t(D_B-D_A)N'=\Delta N\,(D_B-D_A)\sqrt{\frac{t}{\pi\tilde D}}.$$

Hence

$$b_B=\Delta N\sqrt{\frac{t}{\pi\tilde D}}\,\left[\tilde D+N_B(D_B-D_A)\right]
=\Delta N\sqrt{\frac{t}{\pi\tilde D}}\;D_B,$$

where the last step uses (3). In the same way $\tilde D-N_A(D_B-D_A)=D_A$, so $b_A$ has the same prefactor times $D_A$. The ratio survives the limit, but both brackets shrink in proportion to $\Delta N$. They become small differences between terms containing $P$ and $R$, which do not shrink.

## Marker error and other planes

Moving the dividing plane changes the areas by $dP/dx=Y$ and $dR/dx=-(1-Y)$. Therefore

$$\frac{db_B}{dx}=N_B^+Y+N_B^-(1-Y)=N_B,$$

$$\frac{db_A}{dx}=-N_A^-(1-Y)-N_A^+Y=-N_A.$$

A marker read at a slightly wrong position changes the inferred ratio according to

$$\frac{d}{dx}\ln\frac{b_B}{b_A}=\frac{N_B}{b_B}+\frac{N_A}{b_A}. \tag{11}$$

Both terms are positive, so the errors in the two brackets reinforce each other. For a small composition step the sensitivity grows as $1/\Delta N$.

The formula does not give the diffusivity ratio at an arbitrary plane. Repeat the atom count for any plane held at fixed $\lambda$. It moves at velocity $x/(2t)$, and the flux through it is $J_i+C_i[v-x/(2t)]$. The brackets evaluated there are

$$b_B=2tD_BN'-N_B(2tv-x),$$

$$b_A=2tD_AN'+N_A(2tv-x).$$

The unwanted terms vanish where $x=2tv$, which is condition (4). The marker is what identifies this plane in an experiment.

## A niobium–titanium couple

Take A = Nb and B = Ti, both in the body-centred cubic solution, with 60 at.% Ti on the left and 95 at.% Ti on the right. The anneal lasts 24 h near 1400 °C. The model diffusivities are

$$D_{\rm Ti}=4.0\times10^{-8}e^{-9N_{\rm Nb}}\ \text{cm}^2/\text{s},$$

$$D_{\rm Nb}=1.5\times10^{-8}e^{-8N_{\rm Nb}}\ \text{cm}^2/\text{s}.$$

The profile was obtained by solving

$$-\frac{\lambda}{2}\frac{dN_B}{d\lambda}=\frac{d}{d\lambda}\left(\tilde D\frac{dN_B}{d\lambda}\right)$$

numerically as a boundary-value problem by collocation. The marker plane was then found from (4). It lies at $x_K=36.02$ μm, where $N_{\rm Ti}=0.830$, $Y=0.658$ and $N'=4.317\times10^{-4}$ μm$^{-1}$. There $V'=0.01$, so the plane attracts markers in $\lambda$.

Integration of the profile on either side gives $P=123.45$ μm and $R=87.44$ μm. Their difference agrees with $x_K$ to the rounding shown. From the unrounded areas, the brackets are

$$b_{\rm Ti}=0.95P-0.60R=117.28-52.46=64.82\ \text{μm},$$

$$b_{\rm Nb}=0.40R-0.05P=34.97-6.17=28.80\ \text{μm},$$

and therefore

$$\frac{D_{\rm Ti}}{D_{\rm Nb}}=\frac{64.82}{28.80}=2.25.$$

For the separate values, $2tN'=2(86400)(4.317\times10^{-4})=74.60$ s/μm. Equation (9) gives $D_{\rm Ti}=64.82/74.60=0.869$ μm²/s, or $8.69\times10^{-9}$ cm²/s. Likewise $D_{\rm Nb}=28.80/74.60=0.386$ μm²/s, or $3.86\times10^{-9}$ cm²/s. The prescribed laws give the same values at the unrounded marker composition, $N_{\rm Nb}=0.16965$, so the areas have returned the diffusivities that produced the profile.

The bare quotient $P/R=1.41$ would be a poor estimate here. It belongs to pure end members, whereas this couple has Ti on both sides from the start.

## How far the number can be trusted

Equation (11) gives $0.830/64.82+0.170/28.80=0.0187$ μm$^{-1}$, or 1.9% per micrometre. Reading the marker 5 μm too far left changes the inferred ratio from 2.25 to 2.05, and 5 μm too far right changes it to 2.47. At a plane 20 μm to the right of the markers, the formula returns 3.20, while the prescribed ratio there is 2.27. The discrepancy comes from the drift mismatch $2tv-x$, not from a rapid change in the diffusivities.

Unequal atomic volumes alter the count too. For constant partial molar volumes $V_A$ and $V_B$, let $\phi=V_BC_B$ be the volume fraction of B. Zero net volume flow gives $v=(D_B-D_A)\,\partial\phi/\partial x$, and $\phi$ diffuses with coefficient $(1-\phi)D_B+\phi D_A$. Solving this problem for the same end mole fractions, and then applying the constant-volume formula to the mole-fraction profile, overestimates the true ratio by 2.6% if $V_{\rm Ti}/V_{\rm Nb}=0.98$. It underestimates it by 2.5% if the volume ratio is 1.02.

Pores would form most readily on the Ti-rich side, where more atoms leave than arrive. Suppose their total width is 10% of the marker shift, or 3.6 μm, and is wrongly included in the measured length. Since $1-Y$ decreases to the right, $R$ is too large by at most $(1-Y_K)\times3.6$ μm, with $Y_K$ the value of $Y$ at the markers. The inferred ratio is then too low by at most 2.8%.

The ends must also remain unaffected. In the calculated profile, $Y$ falls to 0.001 at 437 μm left of the contact, and $1-Y$ falls to 0.001 at 1218 μm on the right. For this anneal, each half should be thicker than its corresponding depth, and $N_B^\pm$ should be the initial compositions. With halves of exactly these thicknesses, the initial values give the ratio to 0.01%, whereas values read from the annealed ends make it 4% too high. The long tail also magnifies a baseline error: a composition read 0.1 at.% too low over the 1218 μm adds 3.5 μm to $R$ and lowers the ratio by about 8%. The Ti-rich half needs more room because diffusion is faster there.

Niobium and titanium suit the constant-volume model because their atoms have nearly equal volumes and they form a continuous body-centred cubic solution at this temperature. The diffusivity laws are rough inputs of a realistic order, falling steeply with Nb content, and may be wrong by a factor of a few. The value 2.25 is therefore a property of the model, not a measured ratio for the alloy. In this model couple, of the effects sized here, a marker error of 5 μm moves the ratio by about 10% and the 0.1 at.% baseline error by about 8%, against about 3% for the assumed volume difference or pore width. The result concerns intrinsic diffusivities; converting it to a ratio of tracer diffusivities requires a separate account of the vacancy wind. In Manning's random-alloy model with the body-centred cubic correlation factor 0.727, an intrinsic ratio of 2.25 at this composition corresponds to a tracer ratio near 1.9, a difference of about 20%.
